\section*{Bethe logarithms of hydrogen 2s, 2p and 3d from explicit sums}

\section{Problem}

An electron moves in the field of a fixed point charge, with the nonrelativistic Hamiltonian (hartree atomic units, $Z=1$)
\[
H=\tfrac12 p^2+V,\qquad V=-\frac1r .
\]
For a bound state $|n\rangle$ with quantum numbers $(n,l)$, let $m$ run over all bound and continuum states and define
\begin{equation}
w_m=|\langle m|\mathbf p|n\rangle|^2(E_m-E_n),\qquad x_m=2|E_m-E_n| ,
\label{eq:w}
\end{equation}
where the three components of $\mathbf p$ are summed. Thus $x_m$ is the gap in rydberg. The Bethe logarithm is
\begin{equation}
\ln k_0(n,l)=\frac{n^3}{2}\sum_m w_m\ln x_m .
\label{eq:def}
\end{equation}

\begin{enumerate}
\item Find $\sum_m w_m$, and decide when the choice of energy unit in $x_m$ matters.
\item Reduce (\ref{eq:def}) to one sum and one integral over elementary functions for 2s, 2p and 3d.
\item Compute the three Bethe logarithms to six decimals.
\item Explain why the values for 2p and 3d are small and negative while that for 2s is not.
\end{enumerate}

\section{The sum of the weights}

Let $\psi$ be the wave function of $|n\rangle$. Since $(H-E_n)\psi=0$,
\[
(H-E_n)p_i\psi=[H,p_i]\psi=[V,p_i]\psi=i(\partial_iV)\psi .
\]
Completeness then gives
\begin{align}
\sum_m w_m&=\sum_i\langle p_i\psi|(H-E_n)p_i\psi\rangle
=\sum_i\int(-i\partial_i\psi)^*\,i(\partial_iV)\psi\,d^3r\nonumber\\
&=-\int(\nabla\psi^*)\cdot(\nabla V)\,\psi\,d^3r
=-\frac12\int\nabla|\psi|^2\cdot\nabla V\,d^3r .
\end{align}
The last step takes the real part, which is allowed because the left side is real. With $\nabla V=\hat{\mathbf r}/r^2$, the factor $r^2$ of the volume element cancels:
\begin{equation}
\sum_m w_m=-\frac12\int d\Omega\int_0^\infty\frac{\partial|\psi|^2}{\partial r}\,dr
=2\pi|\psi(0)|^2=\frac{2}{n^3}\,\delta_{l0},
\label{eq:sumrule}
\end{equation}
because $|\psi_{ns}(0)|^2=1/(\pi n^3)$ and $\psi(0)=0$ for $l>0$.

The prefactor in (\ref{eq:def}) is therefore the inverse of the total weight of the s state with the same $n$. If every gap is multiplied by a constant $c$, the Bethe logarithm changes by $\delta_{l0}\ln c$. The rydberg matters for s states and drops out for $l>0$.

For nuclear charge $Z$, lengths scale as $1/Z$, gaps as $Z^2$ and weights as $Z^4$. The same numbers follow if the weights are normalised by $2Z^4/n^3$ and the gaps are measured in $Z^2$ rydberg.

\section{Reduction to elementary functions}

\subsection{Length form and angular factor}

From $\mathbf p=i[H,\mathbf r]$ one has $\langle m|\mathbf p|n\rangle=i(E_m-E_n)\langle m|\mathbf r|n\rangle$, so
\begin{equation}
w_m=(E_m-E_n)^3|\langle m|\mathbf r|n\rangle|^2 .
\end{equation}
Dipole transitions lead to $l'=l\pm1$. For $l'=l+1$, the $\cos\theta$ coupling of $Y_{l\mu}$ to $Y_{l+1,\mu}$ has the square $[(l+1)^2-\mu^2]/[(2l+1)(2l+3)]$. Summed over $\mu$ and multiplied by three for the three directions, it gives
\[
\frac{3}{(2l+1)(2l+3)}\left[(2l+1)(l+1)^2-\frac{l(l+1)(2l+1)}{3}\right]=l+1 .
\]
Division by the $2l+1$ initial states gives $(l+1)/(2l+1)$. For $l'=l-1$ the same pair sum, with the roles of the two levels exchanged, is $l$, and the factor is $l/(2l+1)$. Each factor multiplies $R^2$, where $R=\int_0^\infty P\,r f\,dr$ contains the initial and final radial functions $P$ and $f$.

\subsection{Radial integrals}

The continuum function with energy $k^2/2$, normalised to $\delta(E-E')$, is
\[
f=\sqrt{\frac{2}{\pi k}}\;C\,(kr)^{l'+1}e^{-ikr}M\!\left(l'+1+\tfrac ik,\,2l'+2,\,2ikr\right),
\]
where $M$ is the confluent hypergeometric function and
\begin{equation}
C^2=\frac{4^{l'}e^{\pi/k}|\Gamma(l'+1+i/k)|^2}{[(2l'+1)!]^2}
=\frac{4^{l'}}{[(2l'+1)!]^2}\,\frac{2\pi/k}{1-e^{-2\pi/k}}\prod_{s=1}^{l'}\left(s^2+\frac1{k^2}\right).
\label{eq:C}
\end{equation}
The second form uses $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$.

Put $b=2l'+2$ and $a=l'+1+i/k$. Integrating the series of $M$ term by term gives
\[
\int_0^\infty r^{b-1}e^{-pr}M(a,b,cr)\,dr=\Gamma(b)\,p^{-b}\left(1-\frac cp\right)^{-a},
\]
first for $|c|<|p|$ and then by analytic continuation. For $p=q+ik$ and $c=2ik$ the right side is $(2l'+1)!\,L(q)$, with
\begin{equation}
L(q)=D^{-l'-1}\exp\left[-\frac2k\arctan\frac kq\right],\qquad D=q^2+k^2 .
\label{eq:L}
\end{equation}
Each further power of $r$ is obtained from $-d/dq$. Write the initial state as $P=\sum_\nu c_\nu r^\nu e^{-r/n}$. The integrand of $R$ then contains $r^{\nu+l'+2}=r^{2l'+1}r^j$ with $j=\nu+1-l'$. Combining this with (\ref{eq:C}),
\begin{equation}
R^2=\frac{4^{l'+1}}{1-e^{-2\pi/k}}\prod_{s=1}^{l'}(1+s^2k^2)\;S^2,\qquad
S=\sum_\nu c_\nu(-1)^jL^{(j)}(1/n).
\label{eq:R}
\end{equation}
The powers of $k$ have cancelled: $(2/\pi k)\,k^{2l'+2}\,(2\pi/k)=4k^{2l'}$, and $k^{2l'}$ turns each $s^2+1/k^2$ into $1+s^2k^2$.

The derivatives follow from $DL'=[2-2(l'+1)q]L$, since $\frac{d}{dq}\arctan(k/q)=-k/D$. Differentiating $j$ times,
\begin{equation}
DL^{(j+1)}=[2-2(l'+1+j)q]L^{(j)}-j(j+2l'+1)L^{(j-1)} .
\label{eq:rec}
\end{equation}

A bound function is $f=N r^{l'+1}e^{-r/n'}M(l'+1-n',2l'+2,2r/n')$, the continuum form at $ik=1/n'$. Its norm is
\[
N^2=\frac{(2/n')^{2l'+2}(n'+l')!}{n'^2(n'-l'-1)!\,[(2l'+1)!]^2}
=\frac{4^{l'+1}}{n'^3[(2l'+1)!]^2}\prod_{s=1}^{l'}\left(1-\frac{s^2}{n'^2}\right).
\]
Hence (\ref{eq:R}) holds for bound states with $k^2\to-1/n'^2$ and $1/(1-e^{-2\pi/k})\to1/n'^3$.

\subsection{The three states}

At $q=1/n$, $|D|=|k^2+1/n^2|$ is the gap in rydberg, and $E_m-E_n=D/2$. Define
\[
\Phi=\exp\left[-\frac4k\arctan(nk)\right]\quad\text{or}\quad
\Phi=\left(\frac{n'-n}{n'+n}\right)^{2n'}
\]
for continuum and bound states, so that $L^2=D^{-2l'-2}\Phi$.

\emph{2s.} Here $c_1=1/\sqrt2$, $c_2=-1/(2\sqrt2)$ and $l'=1$. At $q=\frac12$, (\ref{eq:rec}) gives $L'=0$ and $L''=-4L/D$. Thus $S=c_2L''=\sqrt2\,L/D$ and $R^2$ contains $32(1+k^2)D^{-6}\Phi$.

\emph{2p.} Here $c_2=1/(2\sqrt6)$. For $l'=0$ the recurrence gives $L'=L/D$, $L''=-2L/D$ and $L'''=-4L/D^2$, so $R^2$ contains $\frac83D^{-6}\Phi$. For $l'=2$, $L'=-L/D$. With $1+4k^2=4D$, $R^2$ contains $\frac{32}{3}(1+k^2)D^{-7}\Phi$. The angular factors are $\frac13$ and $\frac23$.

\emph{3d.} Here $c_3^2=8/98415$. For $l'=1$, $L'=\frac23L/D$, $L''=-4L/D$ and $L'''=-4L/D^2$, so $R^2$ contains $256c_3^2(1+k^2)D^{-8}\Phi$. For $l'=3$, $L'=-\frac23L/D$. With $1+9k^2=9D$, $R^2$ contains $1024c_3^2(1+k^2)(1+4k^2)D^{-9}\Phi$. The angular factors are $\frac25$ and $\frac35$.

Multiplication by the angular factors, by $(D/2)^3$ and by $n^3/2$ gives the weight functions
\begin{align}
g_{2s}&=16(1+k^2)D^{-3}\Phi,\label{eq:g2s}\\
g_{2p}&=\frac49D^{-3}\left[1+\frac{8(1+k^2)}{D}\right]\Phi,\label{eq:g2p}\\
g_{3d}&=\frac{256}{18225}(1+k^2)D^{-5}\left[1+\frac{6(1+4k^2)}{D}\right]\Phi .\label{eq:g3d}
\end{align}
Since $dE=k\,dk$, the Bethe logarithm is
\begin{equation}
\ln k_0=\sum_{n'\ne n}\frac{g(-1/n'^2)}{n'^3}\ln\left|\frac1{n^2}-\frac1{n'^2}\right|
+\int_0^\infty\frac{g(k^2)\ln D}{1-e^{-2\pi/k}}\,k\,dk .
\label{eq:final}
\end{equation}
The degenerate level $n'=n$ is omitted because its weight contains the vanishing factor $(E_m-E_n)^3$. Levels with $n'\le l'$ do not exist. Those with $n'<n$ are removed by the zeros of the product in (\ref{eq:R}). For $n'=l'=n$ (a 2d level from 2p, a 3f level from 3d) the zero $1+n^2k^2=n^2D$ has been cancelled against a power of $D$, and $g$ tends to $\frac83$ and $\frac{27}{5}$ as $n'\to n$; these terms are removed only by the condition $n'\ne n$, so $g$ must not be used at $n'=n$.

Two radial integrals check the formulas. For 2p to 3d, $k^2=-\frac19$, $D=\frac5{36}$ and $\Phi=5^{-6}$ give
\[
R^2=\frac1{27}\cdot\frac{32}3\cdot\frac89\left(\frac{36}5\right)^7 5^{-6}=22.543\ \text{bohr}^2 .
\]
For 2p to the d continuum at $k=0.7$ per bohr, the result is $0.5724$ bohr$^2$/hartree. Direct quadrature of the wave functions agrees in both cases.

\section{Numerical values}

The bound sum is taken to $n'=4000$. Beyond that, $g$ and the logarithm are replaced by their values at threshold, and the remaining $\sum n'^{-3}$ is a Hurwitz zeta function. The integral is taken with $t=\ln k$ as variable, $k\,dk=k^2dt$, by the trapezoidal rule with step $0.01$ from $t=-16$ to $34$. The results are
\begin{equation}
\begin{aligned}
\ln k_0(2s)&=2.811770,\\
\ln k_0(2p)&=-0.030017,\\
\ln k_0(3d)&=-0.005232 .
\end{aligned}
\end{equation}
The same bound sum and quadrature reproduce the sum rule (\ref{eq:sumrule}) with an error below $10^{-9}$ in units of $2/n^3$.

An independent calculation uses the force. From $[H,\mathbf p]=i\nabla V$,
\begin{equation}
w_m=\frac{|\langle m|\nabla V|n\rangle|^2}{E_m-E_n}.
\end{equation}
The Hamiltonian is diagonalised in functions $r^{l'+1}e^{-\lambda r}$, with $\lambda$ in geometric progression. One function $r^{l'+2}e^{-r/n}$ is added so that a degenerate state with one radial node is represented exactly. The resulting discrete states replace the true spectrum, and no continuum function enters. The Bethe logarithms differ from those above by $8.4\times10^{-8}$ for 2s, $3.2\times10^{-9}$ for 2p and $1.8\times10^{-10}$ for 3d. The numerical output gives further digits and the sum-rule errors.

\section{Why 2p and 3d are small and negative}

\subsection{The s state: an average over high energies}

The 2s state has no downward dipole transition: 1s is forbidden by parity and 2p is degenerate in this model. All its nonzero weights are positive and add up to $2/n^3$, so $k_0$ is a true geometric mean gap,
\[
k_0(2s)=e^{2.811770}=16.64\ \text{Ry},
\]
far above the ionisation energy of $0.25$ Ry. The cause is the slow fall of the weight at high energy. For large $k$, $\Phi\to1$ and $1-e^{-2\pi/k}\to2\pi/k$. Equations (\ref{eq:g2s})--(\ref{eq:g3d}) then give weights per unit energy proportional to
\begin{equation}
k^{-3},\quad k^{-5},\quad k^{-7}\qquad\text{for 2s, 2p, 3d},
\end{equation}
that is, to $E^{-l-3/2}$. The computed exponents are $-1.4999$, $-2.4999$ and $-3.4999$. A fast outgoing electron must receive its momentum from the large Coulomb force $1/r^2$ near the nucleus, where the initial wave function behaves as $r^l$. The centrifugal barrier therefore weakens the tail as $l$ grows.

For 2s, $52\%$ of the total weight lies above 10 Ry. For 2p and 3d the corresponding shares of the upward weight are $2.9\%$ and $0.04\%$.

The 2s tail also shows a limit of the model. By (\ref{eq:g2s}) the share of weight above a large wave number $K$ is about $8/(\pi K)$. At $K\approx140$, roughly the speed of light in atomic units, where the electron would be relativistic, this is about $2\%$. Because the logarithm is large there, the same region contributes about $(16/\pi K)(\ln K+1)\approx0.2$ to $\ln k_0(2s)$, some $8\%$ of its value. The Bethe logarithm is well defined within the nonrelativistic model, but a physical energy shift needs a separate treatment of that region.

\subsection{States with $l>0$: a difference of two logarithms}

For $l>0$ the weights sum to zero. Let $A$ be the total upward weight in units of $2/n^3$. The downward weight is then $-A$, and
\begin{equation}
\ln k_0=A\ln G_{\rm up}-A\ln G_{\rm down}=A\ln\frac{G_{\rm up}}{G_{\rm down}},
\label{eq:ratio}
\end{equation}
where $G_{\rm up}$ and $G_{\rm down}$ are the weighted geometric mean gaps. In this case $k_0$ is not a mean excitation energy.

Each of the two states has a single downward transition of nonzero weight, so $A$ follows from one term of (\ref{eq:final}). For 2p to 1s, $k^2=-1$, $D=-\frac34$ and $\Phi=\frac19$:
\begin{equation}
-A=\frac49\left(-\frac{64}{27}\right)\frac19=-\frac{256}{2187}=-0.117055 .
\end{equation}
For 3d to 2p, $k^2=-\frac14$, $D=-\frac5{36}$ and $\Phi=5^{-4}$:
\begin{equation}
-A=-\frac18\cdot\frac{256}{18225}\cdot\frac34\left(\frac{36}{5}\right)^5 5^{-4}
=-\frac{2^{13}3^5}{5^{11}}=-0.040769 .
\end{equation}
The upward sums over all bound and continuum states give the same magnitudes. Their mean gaps are $G_{\rm up}=0.58036$ Ry for 2p and $0.12216$ Ry for 3d, while the downward gaps are $0.75000$ Ry and $0.13889$ Ry. Equation (\ref{eq:ratio}) becomes
\begin{align*}
\text{2p:}&\quad 0.117055\times(-0.25643)=-0.03002,\\
\text{3d:}&\quad 0.040769\times(-0.12834)=-0.005232 .
\end{align*}

The values are small because two small factors are multiplied. The weight $A$ is a small fraction of the s-state weight used as the unit, and the upward and downward mean gaps are close enough for the logarithm of their ratio to be small as well. For 2s the corresponding factors are $1$ and $2.81$.

The sign is negative because the upward mean gap is the smaller one. From 2p, every bound upward gap is below the ionisation energy $0.25$ Ry, and hence below the downward gap $0.75$ Ry. From 3d the ionisation energy is $0.111$ Ry, again below the downward gap. Including the low continuum, $64\%$ of the upward weight for 2p and $62\%$ for 3d lies below the downward gap. Such a majority does not settle the sign by itself, since a long tail could still raise the mean logarithm. The computed $G_{\rm up}$ shows that the tails left by the centrifugal barrier are too weak to do so.

\subsection{Other states and the reach of the explanation}

The same calculation gives $-0.038190$ for 3p and $-0.001734$ for 4f. The magnitude grows from 2p to 3p, so raising $n$ alone need not reduce it, but it falls along the sequence 2p, 3d, 4f.

Equation (\ref{eq:ratio}) holds for every $l>0$, whereas the ordering of the gaps depends on the state. For 4f the downward gap to 3d is $\frac19-\frac1{16}=0.0486$ Ry, below the ionisation energy $0.0625$ Ry, so some bound upward gaps are larger than the downward one. Its negative sign is a computed result. The argument given here explains the signs of 2p and 3d and does not prove that all states with $l>0$ have negative Bethe logarithms.

\section*{Calculated quantities}
\begin{verbatim}
R^2(2p-3d): quadrature 22.543424, closed 22.543424 bohr^2
R^2(2p-kd), k=0.7/bohr: quadrature 0.572390, closed 0.572390 bohr^2/hartree
Bethe logarithms from the explicit sum (dimensionless):
  1s: ln k0 = 2.98412856, sum of weights/(2/n^3) = 1.00000000
  2s: ln k0 = 2.81176989, sum of weights/(2/n^3) = 1.00000000
  2p: ln k0 = -0.03001671, sum of weights/(2/n^3) = 0.00000000
  3p: ln k0 = -0.03819023, sum of weights/(2/n^3) = 0.00000000
  3d: ln k0 = -0.00523215, sum of weights/(2/n^3) = 0.00000000
  4f: ln k0 = -0.00173366, sum of weights/(2/n^3) = 0.00000000
Bethe logarithms from pseudostates, acceleration form:
  2s: 2.8117698 (58 functions/channel), difference 8.4e-08, sum-rule error 1.6e-09
  2p: -0.0300167 (27 functions/channel), difference 3.2e-09, sum-rule error 1.6e-10
  3d: -0.0052321 (27 functions/channel), difference 1.8e-10, sum-rule error 3.6e-11
Exponent of weight density at high energy:
  2s: -1.4999
  2p: -2.4999
  3d: -3.4999
2s: mean excitation energy k0 = 16.6393 Ry
2s: share of weight above 10 Ry = 0.524
2p: upward weight A = 0.117055, downward weight = 0.117055 (units 2/n^3)
2p: geometric mean gap up = 0.58036 Ry, down = 0.75000 Ry
2p: ln(G_up/G_down) = -0.25643, A ln(G_up/G_down) = -0.030017
2p: share of upward weight below the downward gap = 0.64, above 10 Ry = 2.9e-02
3d: upward weight A = 0.040769, downward weight = 0.040769 (units 2/n^3)
3d: geometric mean gap up = 0.12216 Ry, down = 0.13889 Ry
3d: ln(G_up/G_down) = -0.12834, A ln(G_up/G_down) = -0.005232
3d: share of upward weight below the downward gap = 0.62, above 10 Ry = 4.0e-04
\end{verbatim}
